# Mass-contrast scattering of a 2 THz phonon by boron in silicon

At \(10^{20}\) boron atoms per cubic centimetre, the average spacing of boron atoms in silicon, taken as \(n^{-1/3}\) with \(n\) their number per volume, is 2.15 nm. A 2 THz phonon with speed 6400 m/s has a wavelength of 3.20 nm, so it meets a boron atom more than once per wavelength. Yet the mass difference between boron and silicon, acting alone, would let it travel about 56 µm, some 26 000 spacings, before it is scattered. Why is so dense a set of obstacles so transparent?

## The estimate in a few lines

An atom of the wrong mass, shaken by a passing wave, sends out a spherical wave. Write the scattered amplitude at distance \(r\) as \(f/r\) times the incident amplitude, so that \(f\) is a length. To lowest order \(f\) is proportional to the relative mass difference \(\delta\). It also carries \(\omega^2\), because a wrong mass shows itself only through inertia, mass times acceleration. The lengths available are the volume per atom \(V_0\) and the wave number \(q=\omega/v\), so \(f\propto\delta V_0q^2\). A point source brings the usual \(1/(4\pi r)\), hence

\[
|f|\approx\frac{|\delta|V_0q^2}{4\pi}\approx\frac{0.6\times0.02\ \text{nm}^3\times(2\ \text{nm}^{-1})^2}{12.6}\approx0.004\ \text{nm}.
\]

The cross-section is \(\sigma=4\pi f^2\approx1.8\times10^{-4}\) nm². With \(n=0.1\) nm\(^{-3}\), the mean free path is \(1/(n\sigma)\approx5.5\times10^4\) nm, or 55 µm. The obstacles are dense, but each presents a target far smaller than an atom, because the wave is long compared with the defect.

## Controlled derivation

**Assumptions.** Boron sits at random on silicon sites and differs from silicon in mass alone. The crystal is harmonic and isotropic, and all three polarizations have the speed \(v\). This is the Debye model. SI and engineering units are used throughout.

**The defect as a force.** Let silicon have mass \(M\) and boron \(M+\Delta M\), with \(\delta=\Delta M/M\). Newton's law for the boron atom is \((M+\Delta M)\ddot u_0=F_{\rm springs}\). Moving the excess inertia to the right gives

\[
M\ddot u_0=F_{\rm springs}-\Delta M\,\ddot u_0 .
\]

This is a perfect crystal with an added force at one site. At frequency \(\omega\), \(\ddot u_0=-\omega^2u_0\), so the force has amplitude \(F=\Delta M\,\omega^2u_0\). For boron \(\Delta M<0\), and the force opposes the displacement. To lowest order \(u_0\) is the incident amplitude \(u\).

**The radiated wave.** With equal speeds, each Cartesian component of the displacement obeys

\[
\rho\ddot u=\rho v^2\nabla^2u+F e^{-i\omega t}\delta^3(\mathbf r),
\]

where \(\rho=M/V_0\) is the mass density and \(\delta^3\) is the point-source function. Away from the origin the outgoing solution is \(u_s=A\,e^{i(qr-\omega t)}/r\). To find \(A\), integrate the equation over a sphere of radius \(\epsilon\to0\). The inertial term vanishes as \(\epsilon^2\). The gradient term becomes a surface integral, \(\rho v^2\,4\pi\epsilon^2(-A/\epsilon^2)=-4\pi\rho v^2A\). Therefore

\[
0=-4\pi\rho v^2A+F,\qquad A=\frac{F}{4\pi\rho v^2}.
\]

**The cross-section.** A travelling wave of amplitude \(a\) has mean energy density \(\tfrac12\rho\omega^2a^2\), half kinetic and half elastic, and carries it at speed \(v\). The power through a large sphere is

\[
P=4\pi r^2\cdot\tfrac12\rho\omega^2v\,\frac{F^2}{16\pi^2\rho^2v^4r^2}=\frac{\omega^2F^2}{8\pi\rho v^3}.
\]

The incident intensity is \(I=\tfrac12\rho\omega^2vu^2\). Inserting \(F=\Delta M\omega^2u\) and dividing,

\[
\sigma=\frac PI=\frac{\Delta M^2\omega^6u^2}{8\pi\rho v^3}\cdot\frac{2}{\rho\omega^2vu^2}
=\frac{\Delta M^2\omega^4}{4\pi\rho^2v^4}=\frac{V_0^2\delta^2\omega^4}{4\pi v^4},
\]

where the last step uses \(\Delta M/\rho=\delta V_0\). This is the \(4\pi f^2\) of the estimate. The scattered power is the same in every direction, so on average a scattered phonon keeps none of its forward motion. In this model the path for losing direction equals the path for being scattered.

**Many defects.** The wave scattered by \(N\) boron atoms is proportional to \(\sum_je^{i\mathbf Q\cdot\mathbf r_j}\), where \(\mathbf Q\) is the change of wave vector. Its square contains \(N\) diagonal terms and \(N(N-1)\) cross terms. Let there be \(N_s\) sites, with \(\mathbf Q\neq0\) such that the sum of \(e^{i\mathbf Q\cdot\mathbf r}\) over all sites vanishes. The squared sum over all sites is then zero; its diagonal part is \(N_s\), so its \(N_s(N_s-1)\) cross terms add up to \(-N_s\). A randomly chosen pair of distinct sites thus contributes \(-1/(N_s-1)\) on average, and

\[
\Big\langle\Big|\sum_je^{i\mathbf Q\cdot\mathbf r_j}\Big|^2\Big\rangle=N-\frac{N(N-1)}{N_s-1}\approx N(1-c),\qquad c=\frac N{N_s}=nV_0 .
\]

Random positions, not large distances, make the atoms scatter independently. A test with one tenth of the sites filled at random gave 0.903 for the mean square divided by \(N\), against the expected 0.90. Here \(c=0.0020\), and the correction is dropped.

A layer of thickness \(dx\) removes the fraction \(n\sigma\,dx\) of the intensity, so the intensity falls as \(e^{-x/\Lambda}\) with

\[
\boxed{\;\Lambda=\frac1{n\sigma}=\frac{4\pi v^4}{nV_0^2\delta^2\omega^4}\;},\qquad \frac1\tau=\frac v\Lambda .
\]

## The numbers

The masses are 10.81 u for boron and 28.086 u for silicon:

\[
\delta=\frac{10.81-28.086}{28.086}=-0.615,\qquad\delta^2=0.378 .
\]

The cubic cell of edge 0.5431 nm holds eight atoms, so \(V_0=(0.5431\ \text{nm})^3/8=0.0200\) nm³. The wave number is \(q=1.963\) nm\(^{-1}\). Then

\[
\sigma=\frac{(0.02002)^2\times0.3784\times(1.963)^4}{4\pi}\ \text{nm}^2=1.79\times10^{-4}\ \text{nm}^2,
\]

\[
\Lambda=\frac{1}{0.1\ \text{nm}^{-3}\times1.794\times10^{-4}\ \text{nm}^2}=5.57\times10^4\ \text{nm}\approx56\ \text{µm}.
\]

The lifetime is 8.7 ns. Since \(\Lambda\propto\omega^{-4}\), the path is 892 µm at 1 THz and 3.5 µm at 4 THz, with the speed held fixed. The 4 THz value lies outside the Debye regime of real silicon: there the transverse branches flatten, the density of modes is several times larger, and the mass-only path falls below 1 µm. Since \(\Lambda\propto v^4\) at fixed frequency, a speed 10% higher lengthens it by 46%. The average of \(1/v^3\) over directions and polarizations from silicon's elastic constants corresponds to about 5900 m/s rather than 6400 m/s, and the same formula then gives 40 µm. The 56 µm is therefore good to about a factor of two for real silicon.

## How good is the lowest order?

The boron atom also feels the wave it emits. Let a force \(F\) at a site move that same site by \(RF/M\). In a perfect crystal each mode responds as an oscillator, so the in-phase part of \(R\) is the average of \(1/(\omega_k^2-\omega^2)\) over the mode frequencies \(\omega_k\). With \(F=\delta M\omega^2u_0\),

\[
u_0=u+\delta\omega^2R\,u_0\quad\Rightarrow\quad u_0=\frac{u}{1-\delta\omega^2R}.
\]

The scattering rate is multiplied by \(1/(1-\delta\omega^2R)^2\). In the Debye model each polarization has one mode per atom, which fixes the largest wave number by \(V_0q_D^3/(6\pi^2)=1\). The largest frequency, \(vq_D/2\pi\), is 14.62 THz. The fraction of modes between \(\omega'\) and \(\omega'+d\omega'\) is \(3\omega'^2d\omega'/\omega_D^3\), so at low frequency

\[
R\approx\int_0^{\omega_D}\frac{3\omega'^2}{\omega_D^3}\,\frac{d\omega'}{\omega'^2}=\frac3{\omega_D^2},\qquad
\delta\omega^2R\approx-0.615\times3\times\Big(\frac{2}{14.62}\Big)^2=-0.035 .
\]

The rate factor is \(1/1.035^2\approx0.93\); the full frequency dependence of \(R\) gives 0.936. The out-of-phase response follows from the spherical wave near \(r=0\), where \(e^{iqr}/r\) has imaginary part \(q\). It adds an imaginary term of size \(|\delta|V_0q^3/4\pi=0.007\) to the denominator, which enters the rate as its square and is negligible. The corrected path in the Debye model is \(55.7/0.936\approx60\) µm. Real silicon has more low-frequency modes than this Debye spectrum, so \(R\) is larger; a force-constant model fitted to its elastic constants and zone-boundary frequencies gives a factor near 0.88.

The cross-section was also compared with a direct solution of Newton's equations. The lattice was simple cubic with one displacement component per site, and mass, spring constant and spacing equal to 1. One site had the relative mass change \(-0.615\). At angular frequency 0.4 the scattering rate was 0.970 of the lowest-order formula. Between 0.4 and 0.6 it grew as the power 3.91 of frequency, close to 4. At 0.6 the light defect scattered 0.796 times as much as one heavier by the same amount, which agrees in sign with the factor above. The waves on this lattice are also slightly dispersive, and the calculation does not separate that effect from the defect's response.

## Unequal sound speeds

Longitudinal sound in silicon is faster than transverse sound; rough isotropic values are \(v_L=9000\) m/s and \(v_T=5400\) m/s. Split each plane-wave component of the point force into a part along its wave vector and a part across it. The first drives longitudinal waves, the second transverse ones. Far away in direction \(\mathbf n\), the wave that arrives has its wave vector along \(\mathbf n\). The earlier amplitude then holds for each part with its own speed, and

\[
P=\frac{\omega^2}{32\pi^2\rho}\int d\Omega\left[\frac{(\mathbf F\cdot\mathbf n)^2}{v_L^3}+\frac{F^2-(\mathbf F\cdot\mathbf n)^2}{v_T^3}\right].
\]

The average of \((\mathbf F\cdot\mathbf n)^2\) over directions is \(F^2/3\), because the three Cartesian axes contribute equally to \(F^2\). Hence

\[
P=\frac{\omega^2F^2}{8\pi\rho}\cdot\frac13\left(\frac1{v_L^3}+\frac2{v_T^3}\right).
\]

The old result returns when \(v_L=v_T=v\). The scattering rate is \(nv_{\rm in}P/I\), and the incident speed \(v_{\rm in}\) cancels against the one in \(I\), so all polarizations share one rate. It is 1.23 times the rate for 6400 m/s. The paths are 64 µm for longitudinal and 38 µm for transverse phonons. Dispersion is still left out. At 2 THz the transverse branches already bend; a force-constant model fitted to silicon's elastic constants and zone-boundary frequencies gives a lowest-order rate about 1.6 times that for 6400 m/s, with paths near 50 µm for longitudinal and 26 to 29 µm for transverse phonons. The order of magnitude stands.

## Changed springs

Boron also changes the bonds around it. The simple cubic lattice with one displacement component shows how this enters. Let the six springs \(K\) at the defect become \(K(1+\kappa)\), and let \(\mathbf d\) run over the six neighbours at distance \(a\). For an incident wave \(e^{i\mathbf k\cdot\mathbf r}\), each altered bond exerts the extra force \(-\kappa K(1-e^{i\mathbf k\cdot\mathbf d})\) on the defect and the opposite force on the neighbour. The wave radiated along \(\mathbf k'\) is proportional to the forces summed with phases \(e^{-i\mathbf k'\cdot\mathbf r}\):

\[
S=\delta M\omega^2-\kappa K\sum_{\mathbf d}(1-e^{i\mathbf k\cdot\mathbf d})(1-e^{-i\mathbf k'\cdot\mathbf d}).
\]

For long waves the product is \((-i\mathbf k\cdot\mathbf d)(i\mathbf k'\cdot\mathbf d)=(\mathbf k\cdot\mathbf d)(\mathbf k'\cdot\mathbf d)\), whose sum is \(2a^2\mathbf k\cdot\mathbf k'\). With \(M\omega^2=Kk^2a^2\) and \(\theta\) the scattering angle,

\[
S=Kk^2a^2(\delta-2\kappa\cos\theta),\qquad
\frac{\langle S^2\rangle}{(Kk^2a^2\delta)^2}=1+\frac43\left(\frac\kappa\delta\right)^2 .
\]

The cross term averages to zero because \(\cos\theta\) is odd, and \(\langle\cos^2\theta\rangle=1/3\). To this order changed springs can only add to the total scattering, whether they are softer or stiffer. An illustrative change of 30% gives a factor 1.32 and a path of 42 µm. A change of 53% would scatter as much as the mass. These are lowest-order values for changes that are not small. When the altered bonds also respond to the waves they emit, the factor for 30% becomes about 1.28 for stiffer springs and 1.36 for softer ones. These factors concern the total scattering. The scattering is no longer the same in every direction, and the rate of losing direction, which matters for heat flow, carries the weight \(1-\cos\theta\). The cross term then survives, and to lowest order the factor is \(1+\tfrac43(\kappa/\delta)^2+\tfrac43\kappa/\delta\): 0.67 for springs 30% stiffer and about 2 for springs 30% softer. The longer-range strain around the small boron atom is not in this model.

## What stops the phonon in real doped silicon

The result so far is the path that mass contrast alone would allow. Three other channels act at the same time.

**Isotopes.** Natural silicon has its own mass disorder. The same formula applies with \(c\delta^2=7.6\times10^{-4}\) replaced by the relative mass variance, \(2.0\times10^{-4}\). The path is 210 µm, so this channel is weaker than boron.

**Anharmonicity.** Assume \(\Lambda_a=A/\omega^2\), and choose \(A\) so that pure silicon at 300 K has a conductivity of roughly 150 W/(m K). Modes of density \(3\omega^2/(2\pi^2v^3)\) and mean heat capacity \(hk_B\) give

\[
\kappa_{\rm th}=\frac13\int_0^{\omega_D}\frac{3\omega^2}{2\pi^2v^3}\,hk_B\,v\,\frac A{\omega^2}\,d\omega=\frac{A\,hk_B\omega_D}{2\pi^2v^2}.
\]

With \(h=0.870\), the path at 2 THz is 0.70 µm. It is a calibrated estimate that rests on the assumed \(\omega^{-2}\) law and on letting all modes, optical ones included, carry heat at the sound speed. If only the acoustic modes carried heat, the path would be 0.84 µm. Many high-frequency acoustic modes are also slow; if modes above 6 THz carried no heat at all, the same calibration would give 1.5 µm. The path is therefore uncertain by at least a factor of two.

**Holes.** Each boron acceptor is taken to supply one hole. Let a longitudinal phonon shift the hole energy by \(D\nabla\cdot\mathbf u\). One phonon in volume \(V\) has an amplitude \(a_1\) given by \(\tfrac12\rho\omega^2a_1^2V=\hbar\omega\). Half of the oscillating potential \(Dqa_1\) drives absorption, so the squared matrix element is \(D^2q^2a_1^2/4=D^2\hbar q/(2\rho vV)\). For a sharp Fermi edge and one band of mass \(m\), absorption minus emission involves

\[
2\sum_{\mathbf k}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\hbar\omega)
\approx\frac{V}{2\pi^2}\int k^2dk\;\hbar\omega\,\delta(E-E_F)\frac{m}{\hbar^2kq}=\frac{Vm^2\omega}{2\pi^2\hbar^3q}.
\]

The factor \(m/(\hbar^2kq)\) comes from the integral over angle, and the last step uses \(k\,dk=m\,dE/\hbar^2\). Energy and momentum can both be conserved because \(q=1.96\) nm\(^{-1}\) lies below twice the Fermi wave number, 2.87 nm\(^{-1}\). Multiplying by \(2\pi/\hbar\) and the squared matrix element,

\[
\frac1{\tau_h}=\frac{D^2m^2\omega}{2\pi\rho v\hbar^3}.
\]

Rough values \(D=5\) eV and \(m=0.5\) electron masses give \(1.5\times10^{10}\) s\(^{-1}\), a path of 0.42 µm. The rate goes as \(D^2\), so half this deformation potential would make every hole path below four times longer. An explicit sum over hole states at 300 K, with the chemical potential kept at its zero-temperature value, gave 0.962 of this rate; at fixed hole density it is 0.956. The holes also screen the potential. If their density responds as \(-gU\), with \(g\) the density of states at the Fermi energy, then \(U=U_{\rm bare}-e^2gU/(\varepsilon q^2)\), where \(\varepsilon\) is the permittivity of silicon. The potential is reduced by \(1/(1+e^2g/\varepsilon q^2)\) and the rate by its square, 0.52. The path becomes 0.80 µm. The response \(-gU\) is the long-wave limit. Here \(q\) is about 0.7 of twice the Fermi wave number, so the formula somewhat overstates the screening; the wave-number-dependent response at 300 K gives a factor near 0.59 and a path near 0.74 µm.

For a longitudinal phonon given the common speed of 6400 m/s, adding the four rates, each taken as independent, gives 0.37 µm, about 150 times shorter than the mass-only path. Without the anharmonic part it is still 0.79 µm, because of the holes. Real longitudinal sound is faster. At 9000 m/s the wave number is smaller and screening is stronger, so the hole path grows to about 2.6 µm. The total is then 0.5 to 0.7 µm, depending on whether the anharmonic path or the anharmonic rate is kept fixed. With the anharmonic path of 1.5 µm from the 6 THz limit above, it would be 0.9 to 1.1 µm, and the rough values of \(D\) and \(m\) add further uncertainty. A transverse phonon has \(\nabla\cdot\mathbf u=0\) and does not couple to the holes in this simple model; with the 0.70 µm anharmonic calibration and a speed of 5400 m/s, the other three channels then give 0.6 to 0.7 µm. Real holes in silicon also respond to shear, which can shorten this path.

A boron density of \(10^{20}\) cm\(^{-3}\) can be found in the source and drain regions of p-channel transistors. Where such a region is only tens of nanometres in size, rough surfaces and interfaces can stop a 2 THz phonon before any of the paths above is covered. Real doping may also break the assumption of random sites. If \(p\) boron atoms cluster within much less than a wavelength, their amplitudes add. Each cluster then scatters \(p^2\) times as much as one atom, there are \(p\) times fewer scatterers, and the mass-only path shrinks by \(p\), to about 28 µm for pairs. The 60 µm of the single-speed model therefore measures, to within about a factor of two, what boron's mass alone contributes to the scattering, of the order of 1% of the total rate for the longitudinal phonon here, and is not a distance the phonon would travel in a chip. Near 2 THz that share grows with frequency. Mass scattering rises as \(\omega^4\) and the assumed anharmonic rate as \(\omega^2\). At 6400 m/s the sharp-edge formula makes the screened hole rate rise roughly as \(\omega^{2.1}\): one power comes from the unscreened rate, and \(4(1-\sqrt{0.523})\approx1.1\) from the logarithmic slope of the screening factor \((1+e^2g/\varepsilon q^2)^{-2}\). With the smeared Fermi edge and the wave-number-dependent screening at 300 K the power is nearer 1.9. At 9000 m/s it is about 2.7, still below 4.

## Computed values

```
boron density: 1.0e+20 cm^-3
phonon frequency: 2.0 THz
Debye speed: 6400 m/s
silicon lattice constant: 0.5431 nm
boron mass: 10.81 u
silicon mean mass: 28.086 u
mass contrast delta: -0.6151
delta squared: 0.3784
volume per Si atom V0: 0.02002 nm^3
boron site fraction: 0.00200
angular frequency: 1.2566e+13 rad/s
wavelength: 3.20 nm
boron spacing n^(-1/3): 2.15 nm
cross-section: 1.794e-04 nm^2
mass-only scattering rate: 1.148e+08 1/s
mass-only lifetime: 8.71 ns
MASS-ONLY MEAN FREE PATH: 55.7 um
same at 1 THz: 892 um
same at 4 THz: 3.48 um
simulated rate / formula: 0.970
simulated power of frequency: 3.909
simulated light / heavy rate: 0.796
random-site test, site fraction: 0.10
random-site intensity / count: 0.903
Debye frequency: 14.62 THz
rate factor beyond lowest order: 0.936
rough longitudinal speed: 9000 m/s
rough transverse speed: 5400 m/s
rate factor, unequal speeds: 1.230
longitudinal path, mass only: 63.7 um
transverse path, mass only: 38.2 um
assumed relative spring change: 0.30
rate factor, changed springs: 1.317
spring change equal to mass part: 0.533
Si isotope mass variance: 2.007e-04
isotope-only path: 210 um
temperature: 300 K
rough conductivity: 150 W/(m K)
mean mode heat capacity / kB: 0.870
anharmonic path at 300 K: 0.70 um
rough hole mass: 0.50 electron masses
rough deformation potential: 5.0 eV
relative permittivity: 11.7
mass density: 2329 kg/m^3
phonon wave number: 1.963 1/nm
twice Fermi wave number: 2.872 1/nm
hole Fermi energy: 0.157 eV
unscreened hole absorption rate: 1.523e+10 1/s
hole state sum / formula: 0.962
hole-only path, unscreened: 0.42 um
screening factor on rate: 0.523
hole-only path, screened: 0.80 um
path without anharmonic part: 0.79 um
path with all four channels: 0.37 um
mass-only path / total path: 151
```
